Occupancy of an Interface State Between a Metal and a Semiconductor

**1. The situation**

A metal is separated from n-type silicon by an oxide about one nanometre thick. At the oxide-silicon interface there are localized electron states with energies in the silicon gap. Such a state can exchange an electron with the metal by tunnelling, and with the silicon conduction band by capture and emission.

Without bias the two sides share one Fermi level, and the occupancy of the state is the Fermi function at that level. Under bias the two levels differ, and each side drives the state towards a different occupancy. The charge held in such states shifts the potential at the contact, so one needs to know which side wins, and how quickly.

**2. Definitions and the balance equation**

Algebra is in atomic units (ħ = m = e = 1), with k_B kept. All energies are electron energies. The state holds zero or one electron, with probability P of being full. The metal (index m) has chemical potential μ_m. The conduction band at the interface (index s) has quasi-Fermi level μ_s. Both are at temperature T.

For reservoir r, let a_r be the rate at which an empty state is filled, and b_r the rate at which a full state is emptied. We assume that the two exchanges are independent and memoryless, and that each reservoir stays in internal equilibrium. The state is empty with probability 1 − P, so

dP/dt = Σ_r [a_r(1 − P) − b_r P].  (1)

For now the level is nondegenerate. Spin is treated in section 7, and the valence band in section 10.

**3. Exchange with the metal**

Tunnelling is taken as elastic, which neglects the coupling of the state to the lattice; section 10 sizes this omission. A metal state k of energy E_k is coupled to the interface state, of energy E_t, by a matrix element t_k. The golden rule gives the transfer rate 2π|t_k|²δ(E_k − E_t) in either direction. Filling requires k to be occupied, with probability f_m(E_k); emptying requires it to be vacant. Summing over k, with density of states ρ and |t|² the mean squared coupling at E_t,

a_m = γ f_m,  b_m = γ(1 − f_m),  γ = 2π|t|²ρ,  (2)

where f_m is the Fermi function at E_t. The sum of the two rates is

1/τ_m = a_m + b_m = γ.

Their ratio is

b_m/a_m = (1 − f_m)/f_m = exp[(E_t − μ_m)/k_BT].  (3)

Under a barrier of height U above the level, with effective mass m*, the wavefunction decays as exp(−κx), where κ = √(2m*U). Through a thickness δ the coupling t carries the factor exp(−κδ) and the rate carries its square:

τ_m = τ_0 exp(2κδ).  (4)

The attempt time τ_0 collects the prefactors. It is an input here and is taken independent of δ; section 10 shows where that fails.

**4. Exchange with the semiconductor**

A level in the gap has no band states at its own energy at the interface, so elastic exchange there is impossible. If the band bending exceeds E_c − E_t, such states exist deeper in the silicon. At the doping of section 10 (10¹⁶ cm⁻³) they are about 80 nm away at −0.5 V and tunnelling to them is negligible, but at 10¹⁹ cm⁻³ they are about 2 nm away at −0.5 V and 4 nm away at zero bias, and for an attempt rate of 10¹³ s⁻¹ tunnelling outruns the thermal exchange treated here. Capture from a band state of energy ε must release ω = ε − E_t, and emission must take up the same energy. We assume that the lattice accepts and supplies it.

Suppose first that one phonon mode takes up the energy, with Bose occupation N = 1/[exp(ω/k_BT) − 1]. Capture goes with N + 1 and emission with N, with a common strength J(ε):

capture from ε: J(N + 1) f_s(ε),
emission into ε: J N [1 − f_s(ε)].

The definition of N gives N/(N + 1) = exp(−ω/k_BT). The Fermi function gives (1 − f_s)/f_s = exp[(ε − μ_s)/k_BT]. The ratio of emission to capture is therefore

exp[(−ε + E_t + ε − μ_s)/k_BT] = exp[(E_t − μ_s)/k_BT].

The band energy ε has cancelled. Each band state gives the same ratio, so the sums over the band do too:

b_s/a_s = exp[(E_t − μ_s)/k_BT].  (5)

A deep level usually needs many phonons. What the argument uses is that the lattice gives up energy ω less readily than it accepts it by the factor exp(−ω/k_BT). This holds for any lattice in equilibrium at T: the forward and reverse transitions have equal squared matrix elements, and their initial lattice states have Boltzmann weights in that ratio. If filling the state changes the vibration frequencies, E_t must include the resulting change in the free energy of the lattice.

If the band is nondegenerate, f_s(ε) ≈ exp[−(ε − μ_s)/k_BT]. Then a_s and the electron density n_s at the interface both vary as exp(μ_s/k_BT), so their ratio c, the capture coefficient, does not depend on μ_s. With band edge E_c and effective density of states N_c,

a_s = c n_s,  n_s = N_c exp[−(E_c − μ_s)/k_BT].

Multiplying a_s by (5) cancels μ_s:

b_s = c n_1,  n_1 = N_c exp[−(E_c − E_t)/k_BT].

Hence

1/τ_s = a_s + b_s = c(n_s + n_1).  (6)

**5. The weighted average**

Define for each reservoir 1/τ_r = a_r + b_r and f_r = a_r/(a_r + b_r). Dividing numerator and denominator by a_r and using (3) or (5),

f_r = 1/(1 + b_r/a_r) = 1/{1 + exp[(E_t − μ_r)/k_BT]}.  (7)

This is the Fermi function of reservoir r at the level. Since a_r = f_r/τ_r, each term of (1) becomes

a_r(1 − P) − b_r P = a_r − (a_r + b_r)P = (f_r − P)/τ_r,

and the balance reads

dP/dt = (f_m − P)/τ_m + (f_s − P)/τ_s.  (8)

Each reservoir pulls P towards its own Fermi function at its own relaxation rate. Setting dP/dt = 0 and collecting the terms in P gives the steady occupancy

f = (f_m/τ_m + f_s/τ_s)/(1/τ_m + 1/τ_s).  (9)

The weights are filling plus emptying rates. For the semiconductor, c n_s alone would be the wrong weight whenever n_1 is not small compared with n_s. Both weights are positive, so f lies between f_m and f_s. If μ_m = μ_s, then f_m = f_s and the rates drop out, as equilibrium requires.

Electrons pass through the state from semiconductor to metal at the rate

I = a_s(1 − f) − b_s f = (f_s − f)/τ_s.

Multiplying numerator and denominator of (9) by τ_mτ_s gives f = (τ_s f_m + τ_m f_s)/(τ_m + τ_s), so f_s − f = (f_s − f_m)τ_s/(τ_m + τ_s) and

I = (f_s − f_m)/(τ_m + τ_s).  (10)

The two times add like resistances in series.

**6. The metal-controlled limit**

Subtracting f_m from the same form of f,

f − f_m = (f_s − f_m) τ_m/(τ_m + τ_s).  (11)

If τ_m ≪ τ_s, the occupancy tends to f_m: the metal resets the state before the semiconductor can change it. If τ_s ≪ τ_m, the occupancy tends to f_s. With (4), the two times are equal at the thickness

δ_c = ln(τ_s/τ_0)/(2κ).  (12)

The condition τ_m ≪ τ_s makes the absolute difference f − f_m small. It need not make f close to f_m in ratio when f_m is much smaller than f_s. (If f_s < f_m, it does, however small f_m is, because the bracket below then lies between −1 and 0.) Dividing (11) by f_m,

(f − f_m)/f_m = (f_s/f_m − 1) τ_m/(τ_m + τ_s).  (13)

When the level lies several k_BT above μ_m but near or below μ_s, the bracket is large, and relative metal control needs a correspondingly smaller τ_m/τ_s. To keep the relative excess at η, set x = η/(f_s/f_m − 1). Then τ_m/(τ_m + τ_s) = x, so τ_m = τ_s x/(1 − x), and (4) gives the thickness.

**7. Two spin states**

Let the bare level E_1 accept either spin, with repulsion excluding a second electron. For elastic exchange at rate γ_r per spin, and with F_r the Fermi function at E_1, an empty state can be filled in two ways but a full one is emptied in one:

a_r = 2γ_r F_r,  b_r = γ_r(1 − F_r).

The relaxation rate is then a_r + b_r = γ_r(1 + F_r), and

b_r/a_r = ½ exp[(E_1 − μ_r)/k_BT] = exp[(E_1 − k_BT ln 2 − μ_r)/k_BT].

Equation (9) survives with the effective level E_t = E_1 − k_BT ln 2, but the tunnelling weights now depend on the chemical potentials.

As a test, take γ_r = 0.7 and 0.2, μ_r = −1 and 1.5, and E_1 = 0.3, with energies in units of k_BT. The steady state of the full three-state rate equations has occupancy 0.504512, and the weighted average gives the same value.

**8. Time dependence and broadening**

With both reservoirs held fixed, (8) is linear, and its solution is

P(t) = f + [P(0) − f] exp(−t/τ),  1/τ = 1/τ_m + 1/τ_s.  (14)

A varying bias changes the weights as well. Take a nondegenerate band with E_t fixed relative to both μ_m and E_c, and let n_s acquire a small part δn exp(iωt), where ω is now the driving frequency. In (1) the filling term c n_s(1 − P) changes by c δn(1 − f) − c n_s δP, and the other terms change in proportion to δP. Collecting them,

iω δP = c(1 − f)δn − δP/τ,

so that

δP = c(1 − f)τ δn/(1 + iωτ).  (15)

The response falls off once ωτ exceeds one. Under metal control τ ≈ τ_m, which makes the response fast. At low frequency, since (1 − f)τ = (b_m + b_s)τ², it is smaller than the silicon-controlled response c(1 − f_s)τ_s δn only when τ_s/τ_m > (1 − f_m)/(1 − f_s) − 2. For the diode of section 9 this ratio is 5.9, reached at 1.04 nm; at 1.2 nm the response is 2.3 times the silicon-controlled one. It also need not be small relative to f. For the diode of section 9, δP/f is about 0.7 δn/n_s at 0.8 nm and 0.9 δn/n_s at 1.0 nm, against 0.13 δn/n_s under silicon control.

The rate equation also needs a sharp level. Tunnelling gives it a Lorentzian profile of full width γ, which must be small compared with k_BT. A small f_m asks for more. If γ does not vary with energy, the profile far from its centre is γ/[2π(ε − E_t)²], and its part below μ_m adds an occupancy of about γ/[2π(E_t − μ_m)] (the low-temperature form; at E_t − μ_m = 5.8 k_BT the addition is 14% larger). This too must be small compared with f_m.

The average was tested for elastic exchange with two baths, by exact propagation of one level coupled to 600 levels in each bath. In units of k_BT, the widths were 0.03 and 0.02, and the chemical potentials were −2 and +1 relative to the level. The long-time occupancy was 0.3646, against 0.3639 from (9). Averaging (9) over the Lorentzian, restricted to the bath band of ±6 k_BT and renormalized, gives 0.3646, which accounts for the difference; an unbounded Lorentzian would give 0.3650. Starting empty, after one relaxation time the propagation gave 0.2306 and (14) gave 0.2301.

**9. A diode with a thin oxide**

The parameters are rough typical values for a metal/thin-oxide/n-silicon Schottky diode at 300 K, where k_BT = 0.02585 eV. The barrier E_c − μ_m at the interface is 0.50 eV, and the state lies 0.35 eV below E_c. The forward bias of 0.20 V is taken to fall wholly across the silicon, so μ_s lies 0.20 eV above μ_m. Then

E_t − μ_m = 0.50 − 0.35 = 0.15 eV, so f_m = 0.00301,
E_t − μ_s = 0.15 − 0.20 = −0.05 eV, so f_s = 0.874.

The metal wants the state nearly empty, and the silicon wants it mostly full. With N_c = 2.83×10¹⁹ cm⁻³,

n_s = N_c exp(−0.30/0.02585) = 2.58×10¹⁴ cm⁻³,
n_1 = N_c exp(−0.35/0.02585) = 3.7×10¹³ cm⁻³.

A cross-section of 10⁻¹⁵ cm² times a thermal speed of 2.11×10⁷ cm/s gives c = 2.11×10⁻⁸ cm³/s. Hence

τ_s = 1/[2.11×10⁻⁸ × (2.58 + 0.37)×10¹⁴] = 1.6×10⁻⁷ s.

For tunnelling, U = 3.1 + 0.35 = 3.45 eV and m* = 0.4 give κ = 6.02 nm⁻¹. With τ_0 = 10⁻¹³ s and δ = 1.0 nm, τ_m = 1.69×10⁻⁸ s. The metal has weight 0.905, and

f = 0.905 × 0.00301 + 0.095 × 0.874 = 0.086.

The state relaxes in 15 ns and passes 4.9×10⁶ electrons per second. At the same bias, other thicknesses give:

δ (nm) | τ_m (s) | f | (f − f_m)/f_m
0.6 | 1.4×10⁻¹⁰ | 0.0038 | 0.25
0.8 | 1.5×10⁻⁹ | 0.011 | 2.7
1.0 | 1.7×10⁻⁸ | 0.086 | 28
1.2 | 1.9×10⁻⁷ | 0.47 | 156
1.5 | 6.9×10⁻⁶ | 0.85 | 283

The times are equal at δ_c = 1.19 nm (11.9 Å). At 0.8 nm the metal has 99% of the weight, yet the occupancy is 3.7 times f_m, because f_s is 290 times f_m. A relative excess of 10% requires 0.52 nm. That is so thin that a uniform barrier is itself doubtful, so this number illustrates (13) and is not a design value.

At a fixed 1.0 nm, bias alone can end relative metal control. At −0.5 V the occupancy is 1.3% below f_m, at +0.1 V it is 61% above, and at +0.2 V it is 28 times f_m above. Between 0 and 0.2 V, τ_s falls from 1.26×10⁻⁶ to 1.6×10⁻⁷ s, while f_s rises from 0.0030 to 0.874. Both changes act in the same direction in (13). These ratios refer to f_m at the actual position of the level: the oxide voltage of section 10 hardly changes them, but at −0.5 V it lowers the level by about 6 meV and raises both f_m and f by about a quarter. They also assume that c does not depend on the field. For a state that attracts the electron by its charge, a one-dimensional estimate of barrier lowering makes c at −0.5 V about 2.3 times its value at 0.2 V; with c fixed at 0.2 V, the 1.3% becomes about 3% and the 61% about 80%. A neutral state is affected less: if the oxide acts as a hard wall for band electrons, their thermal weight next to it at −0.5 V is 1.2 to 1.4 times that at 0.2 V (masses 0.98 to 0.19), which gives 1.5 to 1.8% and 64 to 66%.

**10. The model beside real contacts**

One of the least certain inputs is τ_0. A one-dimensional model, in which a short-range well leaks elastically through the same barrier into a metal band whose bottom lies 10 eV below the state (with the oxide mass everywhere), confirms the exponent: its slope is 12.04 nm⁻¹, equal to 2κ at this precision. Its prefactor, however, is τ_0 = 5.5×10⁻¹⁷ s, which moves δ_c to 1.8 nm. At 1.0 nm, τ_m would then be 9×10⁻¹² s, and by (13) f would exceed f_m by only about 2%. The level would be 7×10⁻⁵ eV wide, and its tail would add a similar amount, just under 2% of f_m (2.8% if γ were independent of energy; metal states below the level see a higher barrier). The pure exponential is also special to one dimension. For a point-like state in three dimensions facing a planar metal, only electrons of small transverse momentum get through, and τ_m is longer by a factor of about 2κδ: the slope between 1.0 and 1.5 nm is 12.9 nm⁻¹, τ_m at 1.0 nm is 1×10⁻¹⁰ s, the excess is 19%, and δ_c is 1.6 nm. Whether a 1.0 nm oxide gives relative metal control thus depends on a prefactor that must be known for the actual state.

The barrier of 0.50 eV is low for an intimate contact to n-type silicon; with an oxide and few interface states it follows the metal work function and can be lower or much higher. At fixed depth, bias and thickness, f falls from 0.40 at a barrier of 0.45 eV to 0.002 at 0.60 eV, while between 0.45 and 0.80 eV (f − f_m)/f_m stays between 18 and 30 and δ_c between 1.04 and 1.36 nm. Capture cross-sections vary between defects by orders of magnitude; each decade moves δ_c by 0.19 nm, just as a decade of τ_0 does. The decay constant is uncertain as well: an oxide mass of 0.3 or 0.5 gives δ_c = 1.37 or 1.06 nm and f = 0.021 or 0.27 at 1.0 nm, and a two-band dispersion (mass 0.42, gap 9 eV) gives κ = 4.8 nm⁻¹ and δ_c = 1.5 nm. The barrier is also taken flat. A classical image potential (oxide permittivity 2.1 to 3.9, with or without the silicon-side image) lowers the WKB exponent at 1.0 nm from 12.0 to between 9.5 and 11.1 and changes the slope by only 1 to 3%. It therefore acts mainly like a shorter τ_0, giving f = 0.010 to 0.037 and δ_c = 1.27 to 1.41 nm; the classical form is itself rough at this thickness. Real oxides are also not uniform in thickness. A change of 0.1 nm multiplies or divides τ_m by exp(1.2) ≈ 3.3, and the table shows how strongly f follows. Real contacts therefore have a spread of occupancies, even among states of one energy.

The other omissions were sized at 1.0 nm and 0.2 V, with all other settings held:

- **Temperature.** At 350 K, τ_s falls to 2.2×10⁻⁸ s and f rises from 0.086 to 0.37. The cross-section and the barrier are held fixed. If the barrier takes the whole 13 meV shrinkage of the gap at fixed depth, f is 0.48; if c alone follows the displaced-mode model of the next item, f is 0.35 to 0.40.
- **Lattice relaxation.** The coupling that allows multiphonon capture also acts on tunnelling. Equations (3) and (9) survive, but a_m + b_m falls below γ and depends on E_t − μ_m. For one displaced mode of 40 meV with Huang-Rhys factor 2, 5 or 10, and E_t the zero-phonon level, a_m + b_m is 0.81γ, 0.35γ or 0.06γ, and f becomes 0.10, 0.21 or 0.56.
- **Oxide voltage.** In the abrupt-depletion approximation, the changed depletion charge (doping 10¹⁶ cm⁻³) raises the level by 3.9 meV relative to the metal, and the charge of 10¹¹ states per cm² by 0.4 meV. Together they lower f to 0.074, by 14%. The band bending is only 3.7 k_BT, so the approximation is rough: with mobile electrons included and the shift made self-consistent, the shifts are 4.1 and 0.3 meV and f is 0.073. Higher state densities matter more: f falls to 0.067 at 10¹² and to 0.040 at 10¹³ states per cm².
- **Spin.** If the level at 0.35 eV is a bare level with two spin states, f becomes 0.089. Here the tunnelling rate per spin and the total capture rate are held fixed, and the transition is from zero electrons to one. If it is from one electron to two, as for the upper level of a dangling bond, the state is filled in one way and emptied in two, and f falls to 0.045.
- **Holes.** If they follow μ_m, the valence band is a third reservoir with the same Fermi function as the metal. With the same capture coefficient as for electrons, its rate is 15 s⁻¹ for a valence-band density of states of 1.8×10¹⁹ cm⁻³ (25 s⁻¹ for 3.1×10¹⁹), against 6×10⁶ s⁻¹ for conduction electrons, and f does not change visibly. The surface hole density grows as exp(barrier/k_BT), so this neglect must be checked again for high barriers: with the other settings held, the hole rate equals the conduction-electron rate at a barrier of about 0.78 eV. At 1.0 nm the holes compete mainly with the faster metal exchange, so f is lowered by only 1.3% there, and by 10% at about 0.83 eV.
- **Broadening.** The width ħ/τ_m is 4×10⁻⁸ eV. The tail estimate of section 8 gives an added occupancy of about 4×10⁻⁸ (about 3×10⁻⁸ when the fall of γ below the level is included), far below f_m. This holds for τ_0 = 10⁻¹³ s; the tail grows as 1/τ_0.
- **Band and transport.** The band-edge filling is 9×10⁻⁶, so the band is nondegenerate. The characteristic energy for tunnelling through the depletion layer is 1.1 meV, well below k_BT. For an assumed supply velocity of 10⁷ cm/s, the estimated loss of electrons to the metal is about 2×10⁻⁴ of the supply at 10¹¹ states per cm², so a flat μ_s is consistent; the loss grows with the state density and reaches the percent level at 10¹³ cm⁻². Mass anisotropy changes the mean speed by 2%. The field is about 0.015 MV/cm in silicon and, without the charge of the states, about 0.045 MV/cm in the oxide (0.017 and 0.05 in the abrupt-depletion approximation). With 10¹¹ states per cm² the oxide field is 0.042 MV/cm if they are acceptor-like and 0.088 MV/cm if they are donor-like, all far below breakdown. At 10¹³ donor-like states per cm² it would reach 4.5 MV/cm, about 0.45 V across the oxide, and the tilt of the barrier would lengthen τ_m by a factor of about 1.5, giving f = 0.049 instead of 0.040.

The numerical output below gives the remaining digits.

Table of computed values

```
bath test: exact 0.3646, average 0.3639, broadened 0.3646
bath test at Gamma*t=1: exact 0.2306, law 0.2301
spin test: generator 0.504512, law 0.504512
temperature 300 K, kT 0.02585 eV, forward bias 0.20 V
barrier 0.50 eV, state below band edge 0.35 eV
state above metal Fermi level 0.15 eV
state minus silicon Fermi level -0.05 eV
doping 1.0e+16 cm^-3, capture cross-section 1.0e-15 cm^2
oxide edge above silicon edge 3.1 eV, oxide mass 0.4 m0
attempt time tau0 1.0e-13 s, kappa 6.018 nm^-1
band density Nc 2.832e+19 cm^-3, speed 2.111e+07 cm/s
capture coefficient c 2.111e-08 cm^3/s
n_s 2.584e+14 cm^-3, n_1 3.735e+13 cm^-3
tau_s 1.602e-07 s, f_m 0.00301, f_s 0.87370
oxide nm | tau_m s | metal weight | f | (f-f_m)/f_m
0.6 | 1.369e-10 | 0.99915 | 0.00376 | 0.247
0.8 | 1.520e-09 | 0.99060 | 0.01120 | 2.719
1.0 | 1.688e-08 | 0.90463 | 0.08605 | 27.571
1.2 | 1.875e-07 | 0.46069 | 0.47258 | 155.918
1.5 | 6.938e-06 | 0.02256 | 0.85405 | 282.586
2.0 | 2.851e-03 | 0.00006 | 0.87365 | 289.093
crossover thickness tau_m=tau_s: 1.187 nm = 11.87 angstrom
thickness for 10 % relative metal control: 0.525 nm
bias V at 1.0 nm | tau_s s | f_s | f | (f-f_m)/f_m
-0.5 | 1.268e-06 | 1.204e-11 | 0.00297 | -0.0131
0.0 | 1.264e-06 | 3.012e-03 | 0.00301 | 0.0000
0.1 | 1.108e-06 | 1.263e-01 | 0.00486 | 0.6145
0.2 | 1.602e-07 | 8.737e-01 | 0.08605 | 27.5715
1.0 nm: relaxation time 1.527e-08 s, current 4.918e+06 electrons/s
thickness shift per decade of tau0: 0.191 nm
resonance model: metal band bottom 10 eV below state
resonance model: tau0 5.46e-17 s, crossover 1.811 nm
resonance slope 12.0369 nm^-1, 2*kappa 12.0367 nm^-1
neglected effects at 1.0 nm and 0.2 V:
holes: rate 1.49e+01 1/s, f 0.086047 -> 0.086047
spin factor 2 on a bare level: f -> 0.08906
oxide drop change: depletion 3.93 meV, traps 0.39 meV
trap density 1e+11 cm^-2; with both drops f -> 0.07378
broadening hbar/tau_m 3.90e-08 eV
band-edge filling n_s/Nc 9.12e-06
depletion tunnelling energy E00 1.06 meV
supply velocity 1e+07 cm/s; loss ratios: direct 5.9e-06, traps 1.9e-04
anisotropic / isotropic mean speed 0.983
fields: silicon 0.0171 MV/cm, oxide 0.0513 MV/cm
350 K: tau_s 2.156e-08 s, f_m 0.00687, f 0.37278
```
